# Choosing bulk, film or plane geometry for Avrami crystallisation kinetics: a program that tests the result

```python
"""Transformed fraction of a film with constant nucleation and growth.

Result under test: X(t) = 1 - mean over depth z of exp(-I*Omega(z,t)),
where Omega is the past time cone of (z,t) cut by the faces z=0 and z=h.
The local Avrami exponent n = d ln(-ln(1-X)) / d ln t tends to 4 for
u*t << h and to 3 for u*t >> h, not always monotonically.
h: thickness (nm), u: growth speed (nm/s), I: nucleation rate (1/nm^3/s),
R = u*t: reach (nm), a: distance from a point to one face (nm),
J: optional nucleation rate on each face (1/nm^2/s),
r0: optional starting radius of a nucleus (nm).
Lengths scale with ell=(u/I)^(1/4), times with t0=(I*u^3)^(-1/4).
"""
import numpy as np
from scipy import constants
from scipy.integrate import dblquad, quad
from scipy.optimize import brentq

PI = np.pi


def half_ball(a, r):
    """Part of a ball of radius r on one side of its centre, cut at a."""
    m = np.minimum(a, r)
    return PI * (r**2 * m - m**3 / 3)


def half_cone(a, R):
    """Integral of half_ball over radius from 0 to R (nm^4)."""
    m = np.minimum(a, R)
    return PI * (m * R**3 / 3 - m**3 * R / 3 + m**4 / 6)


def face_disc(a, r):
    """Area of a face inside a ball of radius r centred at distance a."""
    return PI * np.maximum(r**2 - a**2, 0.0)


def face_cone(a, R):
    """Integral of face_disc over radius from 0 to R (nm^3)."""
    m = np.minimum(a, R)
    return PI * (R**3 / 3 - m**2 * R + 2 * m**3 / 3)


def depth_rule(h, R, r0, order):
    """Gauss panels on half the film, refined towards the face."""
    half = h / 2
    edges = [0.0] + [half * 0.5**k for k in range(15)]
    edges += [x for x in (R, h - R, r0) if 0 < x < half]
    edges = np.unique(edges)
    x, w = np.polynomial.legendre.leggauss(order)
    width = np.diff(edges)
    z = edges[:-1, None] + width[:, None] * (x + 1) / 2
    return z.ravel(), (width[:, None] * w / 2).ravel() / half


def film(t, h, u, I, J=0.0, r0=0.0, order=12):
    """Return -ln(1-X) and the local Avrami exponent."""
    R = r0 + u * t
    z, w = depth_rule(h, R, r0, order)
    count, rate = 0.0, 0.0
    for a in (z, h - z):
        count = count + I / u * (half_cone(a, R) - half_cone(a, r0))
        count = count + J / u * (face_cone(a, R) - face_cone(a, r0))
        rate = rate + I * half_ball(a, R) + J * face_disc(a, R)
    low = count.min()
    excess = np.sum(w * np.expm1(-(count - low)))
    log_loss = low - np.log1p(excess)
    q = w * np.exp(-(count - low))
    return log_loss, t * np.sum(q * rate) / np.sum(q) / log_loss


def fraction(t, h, u, I, **kw):
    return -np.expm1(-film(t, h, u, I, **kw)[0])


def time_at(X, h, u, I, **kw):
    t0 = (I * u**3) ** -0.25
    target = -np.log1p(-X)
    return brentq(lambda t: film(t, h, u, I, **kw)[0] - target,
                  1e-3 * t0, 100 * t0, xtol=1e-10 * t0)


def mean_cone(h, R):
    """Depth mean of the cut cone times u (nm^4)."""
    if R <= h:
        return PI * (R**4 / 3 - R**5 / (10 * h))
    return PI * (h * R**3 / 3 - h**3 * R / 6 + h**4 / 15)


def dilute_exponent(rho):
    """Exponent while X is small; rho = u*t/h."""
    if rho <= 1:
        return (40 - 15 * rho) / (10 - 3 * rho)
    return (30 * rho**3 - 5 * rho) / (10 * rho**3 - 5 * rho + 2)


# ---- Cut cone against direct slice-by-slice integration ----
def cone_by_slices(z, t, h, u):
    def slice_area(tau, y):
        return PI * ((u * (t - tau))**2 - (y - z)**2)
    total = 0.0
    for lo, hi in ((max(0, z - u * t), z), (z, min(h, z + u * t))):
        total += dblquad(slice_area, lo, hi, 0.0,
                         lambda y: max(0.0, t - abs(y - z) / u))[0]
    return total


for z, t in ((1.4, 0.5), (0.5, 0.8), (1.1, 3.0)):  # no, one, two cuts
    h_test, u_test = 3.0, 1.7
    formula = (half_cone(z, u_test * t)
               + half_cone(h_test - z, u_test * t)) / u_test
    direct = cone_by_slices(z, t, h_test, u_test)
    assert abs(formula / direct - 1) < 1e-6

# A face source is the limit of a thin nucleating layer.
for a, R in ((0.4, 1.3), (0.9, 1.0), (1.5, 1.2)):
    e = 1e-4
    layer = (half_cone(a + e, R) - half_cone(a - e, R)) / (2 * e)
    assert abs(layer - face_cone(a, R)) < 1e-6

# ---- Depth mean of the cone, both branches ----
for R in (0.3, 0.9, 1.4, 4.0):
    breaks = [R] if R < 1 else None
    direct = 2 * quad(lambda a: half_cone(a, R), 0, 1, points=breaks)[0]
    assert abs(mean_cone(1.0, R) / direct - 1) < 1e-8

# ---- Exponent against finite differences of X's double logarithm ----
for h_test in (0.3, 1.0, 5.0):
    for t in (0.2, 0.7, 1.6, 4.0):
        e = 1e-4
        up = film(t * np.exp(e), h_test, 1.0, 1.0)[0]
        down = film(t * np.exp(-e), h_test, 1.0, 1.0)[0]
        slope = np.log(up / down) / (2 * e)
        assert abs(slope - film(t, h_test, 1.0, 1.0)[1]) < 1e-5

# ---- Dilute law, scaling and the two half-time limits ----
for rho in (0.3, 0.9, 1.2, 3.0):
    n_film = film(rho * 0.02, 0.02, 1.0, 1.0)[1]
    assert abs(n_film - dilute_exponent(rho)) < 1e-4
u_s, I_s = 2.3, 0.07
ell_s, t0_s = (u_s / I_s)**0.25, (I_s * u_s**3)**-0.25
assert abs(fraction(0.9 * t0_s, 1.3 * ell_s, u_s, I_s)
           - fraction(0.9, 1.3, 1.0, 1.0)) < 1e-10
thin_half = (3 * np.log(2) / (PI * 0.01))**(1 / 3)
bulk_half = (3 * np.log(2) / PI)**0.25
assert abs(time_at(0.5, 0.01, 1.0, 1.0) / thin_half - 1) < 1e-3
assert abs(time_at(0.5, 1000.0, 1.0, 1.0) / bulk_half - 1) < 5e-3


# ---- Simulation in which only real nuclei are allowed to grow ----
def simulate(runs, side, h, t_end, times, rng):
    film_X, face_X, grains = [], [], []

    def distance(p, q):
        d = p[:, None, :] - q[None, :, :]
        d[..., :2] -= side * np.round(d[..., :2] / side)
        return np.sqrt(np.sum(d**2, axis=2))

    box = np.array([side, side, h])
    for _ in range(runs):
        number = rng.poisson(side**2 * h * t_end)
        birth = np.sort(rng.uniform(0, t_end, number))
        place = rng.uniform(size=(number, 3)) * box
        reached = birth[:, None] + distance(place, place) < birth[None, :]
        real = np.zeros(number, bool)
        for j in range(number):
            real[j] = not np.any(reached[:j, j] & real[:j])
        points = rng.uniform(size=(120, 3)) * box
        points[80:, 2] = 0.0
        arrival = np.min(birth[real][:, None]
                         + distance(place[real], points), axis=0)
        done = arrival[None, :] <= times[:, None]
        film_X.append(done[:, :80].mean(axis=1))
        face_X.append(done[:, 80:].mean(axis=1))
        grains.append(real.sum() / side**2)
    return np.array(film_X), np.array(face_X), np.array(grains)


sim_times = np.array([0.6, 0.9, 1.2, 1.5])
runs = 4000
sim_film, sim_face, sim_grains = simulate(
    runs, 4.0, 1.0, 1.6, sim_times, np.random.default_rng(12))
sim_err = sim_film.std(axis=0) / np.sqrt(runs)
face_err = sim_face.std(axis=0) / np.sqrt(runs)
theory_film = np.array([fraction(t, 1.0, 1.0, 1.0) for t in sim_times])
theory_face = 1 - np.exp(-half_cone(1.0, sim_times)
                         - half_cone(0.0, sim_times))
# At the face one side of the cone is empty; the other has a = h = 1.
assert np.all(np.abs(sim_film.mean(axis=0) - theory_film) < 4 * sim_err)
assert np.all(np.abs(sim_face.mean(axis=0) - theory_face) < 4 * face_err)
theory_grains = quad(lambda t: 1 - fraction(t, 1.0, 1.0, 1.0),
                     1e-9, 1.6)[0]
grain_err = sim_grains.std() / np.sqrt(runs)
assert abs(sim_grains.mean() - theory_grains) < 4 * grain_err

# ---- Worked example: rough values for Ge2Sb2Te5 near 150 C ----
u, I, h = 0.1, 1e-7, 30.0
ell, t0 = (u / I)**0.25, (I * u**3)**-0.25
print(f"growth speed u = {u} nm/s, nucleation rate I = {I:.1e} /nm^3/s")
print(f"length ell = {ell:.2f} nm, time t0 = {t0:.1f} s")
print(f"bulk half-time = {bulk_half * t0:.1f} s")
rho_mid = brentq(lambda r: dilute_exponent(r) - 3.5, 0.5, 3)
print(f"dilute law: n at ut=h is {dilute_exponent(1.0):.4f}")
print(f"dilute law: n=3.5 at ut/h = {rho_mid:.4f}")

print("simulation, h=ell: t/t0, X simulated, std error, X formula")
for k, t in enumerate(sim_times):
    print(f"  {t:.1f}  {sim_film[:, k].mean():.4f}  "
          f"{sim_err[k]:.4f}  {theory_film[k]:.4f}")
print("same runs at the face: t/t0, X simulated, std error, X formula")
for k in (1, 2):
    print(f"  {sim_times[k]:.1f}  {sim_face[:, k].mean():.4f}  "
          f"{face_err[k]:.4f}  {theory_face[k]:.4f}")
print(f"grains per ell^2 by 1.6 t0: simulated {sim_grains.mean():.4f} "
      f"+- {grain_err:.4f}, formula {theory_grains:.4f}")

print("film h=30 nm: t (s), ut/h, X, 1-X, n")
for t in (30, 100, 200, 300, 400, 500, 600, 1000):
    loss, n = film(t, h, u, I)
    print(f"  {t:4d}  {u * t / h:.3f}  {-np.expm1(-loss):.5f}  "
          f"{np.exp(-loss):.3e}  {n:.4f}")

for thick in (10.0, 30.0, 100.0):
    grid = np.geomspace(0.05, 30, 300) * thick / u
    n_grid = np.array([film(t, thick, u, I)[1] for t in grid])
    k = int(np.argmax(n_grid < 3.5))
    t_mid = brentq(lambda t: film(t, thick, u, I)[1] - 3.5,
                   grid[k - 1], grid[k])
    n_levels = [film(time_at(X, thick, u, I), thick, u, I)[1]
                for X in (0.1, 0.5, 0.9)]
    print(f"h={thick:.0f} nm: h/ell={thick / ell:.3f}, "
          f"half-time={time_at(0.5, thick, u, I):.1f} s")
    print("  n at X=0.1, 0.5, 0.9: "
          + ", ".join(f"{n:.3f}" for n in n_levels))
    print(f"  first n=3.5 at {t_mid:.1f} s, "
          f"1-X there={np.exp(-film(t_mid, thick, u, I)[0]):.3e}")
    print(f"  lowest n={n_grid.min():.4f}, "
          f"largest step of n (rise if >0)={np.diff(n_grid).max():.1e}")

# Very thick film: dip below 3, recovery towards 4, final approach to 3.
thick = 3000.0
dip_times = np.linspace(1.0, 4.0, 301) * t0
dip_n = np.array([film(t, thick, u, I)[1] for t in dip_times])
k = int(dip_n.argmin())
n_recovered = film(10 * t0, thick, u, I)[1]
n_final = film(30 * thick / u, thick, u, I)[1]
assert dip_n[k] < 2.8 and n_recovered > 3.9 and abs(n_final - 3) < 0.01
print(f"h=3000 nm: lowest n={dip_n[k]:.3f} at {dip_times[k]:.0f} s, "
      f"1-X={np.exp(-film(dip_times[k], thick, u, I)[0]):.1e}")
print(f"  n={n_recovered:.3f} at 10 t0, n={n_final:.4f} at ut=30h")

# Error of averaging the cone before taking the exponential.
grid = np.linspace(0.05, 4, 200) * t0
gap = np.array([-np.expm1(-I / u * mean_cone(h, u * t))
                - fraction(t, h, u, I) for t in grid])
assert gap.min() > -1e-12 and gap.max() > 1e-4
print(f"h=30 nm: averaging the cone first overstates X by up to "
      f"{gap.max():.4f} at {grid[gap.argmax()]:.0f} s")
shift = max(abs(film(t, h, u, I)[1] - film(t, h, u, I, order=24)[1])
            for t in grid)
assert shift < 1e-8
print(f"doubling the quadrature order shifts n by at most {shift:.1e}")

density = I * h * quad(lambda t: 1 - fraction(t, h, u, I),
                       1e-6 * t0, 6 * t0)[0]
print(f"h=30 nm: final grains per area = {density:.3e} /nm^2, "
      f"equal-area diameter = {np.sqrt(4 / (PI * density)):.1f} nm")
print(f"  mean grains nucleated in 50 nm x 50 nm = {density * 2500:.2f}")

# ---- Size of neglected effects at X=0.5 in the 30 nm film ----
t_half = time_at(0.5, h, u, I)
n_half = film(t_half, h, u, I)[1]
print("neglected effects, h=30 nm: half-time (s), n at X=0.5")
print(f"  base model: {t_half:.1f}, {n_half:.3f}")
J_face = 10 * I * 1.0  # 1 nm skin nucleating ten times faster than bulk
cases = (
    (f"face nucleation {J_face:.0e} /nm^2/s each", h, I, dict(J=J_face)),
    ("nucleus radius 1 nm", h, I, dict(r0=1.0)),
    ("film 6% thinner", 0.94 * h, I, {}),
    ("nucleation rate x10", h, 10 * I, {}),
    ("nucleation rate /10", h, I / 10, {}),
)
for label, h_c, I_c, extra in cases:
    t_c = time_at(0.5, h_c, u, I_c, **extra)
    print(f"  {label}: {t_c:.1f}, {film(t_c, h_c, u, I_c, **extra)[1]:.3f}")
lag = 60.0
print(f"  incubation {lag:.0f} s, clock not reset: {t_half + lag:.1f}, "
      f"{n_half * (t_half + lag) / t_half:.3f}")
barrier, T = 2.5, 423.0
k_eV = constants.k / constants.e
change = np.expm1(barrier / k_eV * (1 / T - 1 / (T + 1)))
print(f"  1 K at {T:.0f} K, barrier {barrier} eV: rate +{100 * change:.1f} %")
print("no test failed")
```

It prints:

```
growth speed u = 0.1 nm/s, nucleation rate I = 1.0e-07 /nm^3/s
length ell = 31.62 nm, time t0 = 316.2 s
bulk half-time = 285.2 s
dilute law: n at ut=h is 3.5714
dilute law: n=3.5 at ut/h = 1.1161
simulation, h=ell: t/t0, X simulated, std error, X formula
  0.6  0.1046  0.0009  0.1051
  0.9  0.3901  0.0021  0.3926
  1.2  0.7450  0.0022  0.7483
  1.5  0.9456  0.0011  0.9468
same runs at the face: t/t0, X simulated, std error, X formula
  0.9  0.2893  0.0023  0.2907
  1.2  0.6550  0.0027  0.6592
grains per ell^2 by 1.6 t0: simulated 0.9865 +- 0.0031, formula 0.9882
film h=30 nm: t (s), ut/h, X, 1-X, n
    30  0.100  0.00008  9.999e-01  3.9691
   100  0.333  0.00938  9.906e-01  3.8883
   200  0.667  0.12519  8.748e-01  3.7425
   300  1.000  0.44590  5.541e-01  3.5651
   400  1.333  0.79892  2.011e-01  3.3842
   500  1.667  0.96552  3.448e-02  3.2681
   600  2.000  0.99769  2.314e-03  3.1966
  1000  3.333  1.00000  9.139e-14  3.0798
h=10 nm: h/ell=0.316, half-time=408.2 s
  n at X=0.1, 0.5, 0.9: 3.161, 3.053, 3.025
  first n=3.5 at 111.6 s, 1-X there=9.893e-01
  lowest n=3.0011, largest step of n (rise if >0)=-4.7e-05
h=30 nm: h/ell=0.949, half-time=313.9 s
  n at X=0.1, 0.5, 0.9: 3.763, 3.537, 3.324
  first n=3.5 at 332.8 s, 1-X there=4.267e-01
  lowest n=3.0017, largest step of n (rise if >0)=-6.9e-05
h=100 nm: h/ell=3.162, half-time=292.5 s
  n at X=0.1, 0.5, 0.9: 3.939, 3.863, 3.672
  first n=3.5 at 461.1 s, 1-X there=2.282e-02
  lowest n=3.0022, largest step of n (rise if >0)=2.2e-02
h=3000 nm: lowest n=2.717 at 648 s, 1-X=2.4e-07
  n=3.992 at 10 t0, n=3.0022 at ut=30h
h=30 nm: averaging the cone first overstates X by up to 0.0024 at 361 s
doubling the quadrature order shifts n by at most 2.7e-15
h=30 nm: final grains per area = 9.472e-04 /nm^2, equal-area diameter = 36.7 nm
  mean grains nucleated in 50 nm x 50 nm = 2.37
neglected effects, h=30 nm: half-time (s), n at X=0.5
  base model: 313.9, 3.537
  face nucleation 1e-06 /nm^2/s each: 281.9, 3.716
  nucleus radius 1 nm: 303.9, 3.425
  film 6% thinner: 316.4, 3.493
  nucleation rate x10: 168.5, 3.749
  nucleation rate /10: 624.4, 3.181
  incubation 60 s, clock not reset: 373.9, 4.214
  1 K at 423 K, barrier 2.5 eV: rate +17.6 %
no test failed
```
